\section*{Elastic constants and mechanical stability of orthorhombic hafnia}

\section{Counting the constants}

\textbf{Q.} The ferroelectric phase of hafnia is orthorhombic, but its atoms sit in low-symmetry positions. Why should its elasticity be simple? And what is being counted?

\textbf{A.} We count the independent second derivatives of the energy density $u$ with respect to a uniform strain $\varepsilon_{ij}$. Take the crystal free of stress and at zero electric field, with $u=0$ in that state. The linear term of the expansion is the stress, which vanishes, so
\begin{equation}
u=\tfrac12\sum_{ijkl}c_{ijkl}\,\varepsilon_{ij}\varepsilon_{kl},\qquad
c_{ijkl}=\frac{\partial^2u}{\partial\varepsilon_{ij}\,\partial\varepsilon_{kl}} .
\end{equation}
Strain is symmetric, so it has six components, which I collect as
\begin{equation}
\eta=(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz},2\varepsilon_{yz},2\varepsilon_{xz},2\varepsilon_{xy}),
\qquad u=\tfrac12\,\eta^{T}C\,\eta .
\end{equation}
The factor 2 in the shears absorbs the double appearance of each shear pair in the sum. For example, the four equal terms $c_{yzyz}\varepsilon_{yz}^2$ add up to $C_{44}\eta_4^2$ with $C_{44}=c_{yzyz}$. Mixed derivatives do not depend on their order, so $C$ is symmetric and has $6\cdot7/2=21$ constants before any crystal symmetry is used.

\textbf{Q.} The space group is $Pca2_1$. Its operations are glides and a screw, not plain mirrors and a rotation. You cannot simply drop the fractional translations.

\textbf{A.} They drop out for a uniform strain. An operation $\mathbf r\to R\mathbf r+\mathbf t$ turns $\varepsilon$ into $R\varepsilon R^T$; the shift $\mathbf t$ moves the whole crystal and costs no energy. The atoms inside the cell also relax. Call their displacements $w$ and the energy before relaxation $U(\varepsilon,w)$. The operation permutes equivalent atoms and sends $w$ to some $w'$, with $U(R\varepsilon R^T,w')=U(\varepsilon,w)$. Minimizing over $w$ is the same as minimizing over $w'$, hence
\begin{equation}
u(R\varepsilon R^T)=u(\varepsilon).
\end{equation}
Only the matrices $R$ matter. They form the point group $mm2$: the identity, the mirrors $m_x$ and $m_y$, and their product, the twofold rotation about the polar axis $z$. The axes $x,y,z$ lie along the crystal axes.

\textbf{Q.} Then show me which constants survive.

\textbf{A.} A mirror with diagonal entries $r_i=\pm1$ multiplies $\varepsilon_{ij}$ by $r_ir_j$. The signs under $(m_x,m_y)$ are
\begin{equation}
\eta_1,\eta_2,\eta_3:(+,+),\quad \eta_4:(+,-),\quad \eta_5:(-,+),\quad \eta_6:(-,-).
\end{equation}
The term $C_{IJ}\eta_I\eta_J$ acquires the product of the signs of $\eta_I$ and $\eta_J$. Invariance of $u$ requires $C_{IJ}=-C_{IJ}=0$ whenever that product is $-1$ for either mirror. This removes the nine couplings between normal strains and shears, and also $C_{45}$, $C_{46}$ and $C_{56}$. From 21 we lose 12:
\begin{equation}
C=\begin{pmatrix}
C_{11}&C_{12}&C_{13}&&&\\
C_{12}&C_{22}&C_{23}&&&\\
C_{13}&C_{23}&C_{33}&&&\\
&&&C_{44}&&\\
&&&&C_{55}&\\
&&&&&C_{66}\end{pmatrix}.
\end{equation}

\textbf{Q.} That proves at most nine. Could symmetry still relate some of them?

\textbf{A.} No. Every matrix of this form is invariant under both mirrors, whatever its nine entries, and the mirrors generate the group. An independent count averages, over the group, the trace of each operation on the quadratic forms in $\eta$. With signs $s_I$ that trace is
\begin{equation}
\sum_{I\le J}s_Is_J=\tfrac12\Big[\Big(\sum_Is_I\Big)^2+\sum_Is_I^2\Big].
\end{equation}
The identity gives $\tfrac12(36+6)=21$. Each other operation has four plus and two minus signs and gives $\tfrac12(4+6)=5$. The average is $(21+5+5+5)/4=9$.

Inversion leaves $\varepsilon$ unchanged, so the orthorhombic classes $222$ and $mmm$ have the same form. The count belongs to the crystal, the pattern of zeros to the axes: after a turn of the axes by $30^\circ$ about $z$, 13 of the 21 constants $C_{IJ}$ with $I\le J$ are nonzero, still fixed by nine numbers.

\textbf{Q.} I would like to see the argument about glides and relaxation survive contact with actual atoms.

\textbf{A.} Place 12 atoms in a cell by the $Pca2_1$ operations and join them by unstretched central springs. This is a model of the symmetry, not of hafnia's bonding. After internal relaxation the largest forbidden entry is about $10^{-14}$~GPa, which is rounding error. Displacing one atom from its symmetry position raises it to 5.7~GPa.

The model also shows why relaxation must be included. With the atoms clamped to the strain, a spring of length $d$ and direction $n$ contributes in proportion to $d^2n_x^2n_y^2$ to both $C_{12}$ and $C_{66}$, so the two are equal, at 109.2~GPa. Relaxation changes them to 107.6 and 96.9~GPa. The equality came from the clamped springs, not from the space group.

\section{From energy to inequalities}

\textbf{Q.} Now stability. What must be positive, and against which disturbances?

\textbf{A.} The energy $u$ must be positive for every nonzero $\eta$; that is, $C$ must be positive definite. Otherwise some uniform strain lowers the energy, or costs none at second order, and then higher orders decide. The statement holds for zero stress. Under load, the work of the load enters the second-order balance and the criteria change.

The factors of 2 in $\eta$ do no harm. They rescale the shear axes, which changes the eigenvalues of $C$ but cannot change the sign of $u$ for any strain.

\textbf{Q.} I do not want to diagonalize a matrix each time. Can this be put as inequalities in the constants?

\textbf{A.} The shears enter as $C_{44}\eta_4^2+C_{55}\eta_5^2+C_{66}\eta_6^2$, so each of these constants must be positive. For the normal strains, suppose $C_{11}\neq0$ and complete the square in $\eta_1$:
\begin{align}
2u_n&=C_{11}\eta_1^2+2\eta_1(C_{12}\eta_2+C_{13}\eta_3)
+C_{22}\eta_2^2+2C_{23}\eta_2\eta_3+C_{33}\eta_3^2\nonumber\\
&=C_{11}\Big(\eta_1+\frac{C_{12}\eta_2+C_{13}\eta_3}{C_{11}}\Big)^2
+\frac{\Delta_2\eta_2^2+2\Gamma\eta_2\eta_3+\Lambda\eta_3^2}{C_{11}},
\end{align}
where
\begin{equation}
\Delta_2=C_{11}C_{22}-C_{12}^2,\quad \Gamma=C_{11}C_{23}-C_{12}C_{13},\quad
\Lambda=C_{11}C_{33}-C_{13}^2 .
\end{equation}
If $\Delta_2\neq0$, the square in $\eta_2$ leaves $(\Delta_2\Lambda-\Gamma^2)\eta_3^2/(C_{11}\Delta_2)$. In the numerator the terms $C_{12}^2C_{13}^2$ cancel and the rest has a common factor $C_{11}$:
\begin{align}
\Delta_2\Lambda-\Gamma^2&=C_{11}\Delta_3,\nonumber\\
\Delta_3&=C_{11}C_{22}C_{33}+2C_{12}C_{13}C_{23}\nonumber\\
&\quad-C_{11}C_{23}^2-C_{22}C_{13}^2-C_{33}C_{12}^2 .
\end{align}
This $\Delta_3$ is the determinant of the normal block. Therefore
\begin{equation}
2u_n=C_{11}\Big(\eta_1+\frac{C_{12}\eta_2+C_{13}\eta_3}{C_{11}}\Big)^2
+\frac{\Delta_2}{C_{11}}\Big(\eta_2+\frac{\Gamma}{\Delta_2}\eta_3\Big)^2
+\frac{\Delta_3}{\Delta_2}\eta_3^2 .
\label{eq:squares}
\end{equation}
The criteria are
\begin{equation}
C_{11}>0,\quad \Delta_2>0,\quad \Delta_3>0,\quad C_{44}>0,\quad C_{55}>0,\quad C_{66}>0 .
\label{eq:criteria}
\end{equation}
They are sufficient: all coefficients are then positive, and the squares vanish together only if $\eta_3$, then $\eta_2$, then $\eta_1$ is zero.

\textbf{Q.} You divided by $C_{11}$ and $\Delta_2$. Are the conditions also necessary?

\textbf{A.} Yes, if they are taken in order. The strain $(1,0,0)$ has $2u=C_{11}$, so stability requires $C_{11}>0$, and the first division is allowed. The strain $(-C_{12}/C_{11},1,0)$ has $2u=\Delta_2/C_{11}$, so $\Delta_2>0$, and the second division is allowed. Finally take $\eta_3=1$ and choose $\eta_2$, then $\eta_1$, to make the first two squares zero; this gives $2u=\Delta_3/\Delta_2$, so $\Delta_3>0$. A vanishing minor gives a nonzero strain without energy cost, which also violates positive definiteness.

As a test, the six conditions were compared with the eigenvalues of the full fourth-rank tensor for 20\,000 random matrices. The verdicts agreed in every case; 1706 were stable.

Making the $z$ axis fourfold while keeping the mirrors (class $4mm$) gives a check by hand. Then $C_{11}=C_{22}$, $C_{13}=C_{23}$, and
\begin{equation}
\Delta_3=(C_{11}-C_{12})\,[\,C_{33}(C_{11}+C_{12})-2C_{13}^2\,].
\end{equation}
With $C_{11}>|C_{12}|$ from the first two conditions, the last becomes $C_{33}(C_{11}+C_{12})>2C_{13}^2$. The first factor belongs to the strain $(1,-1,0)$, the bracket to strains with $\eta_1=\eta_2$.

\textbf{Q.} I have a list that avoids determinants: all $C_{II}>0$, $C_{ii}+C_{jj}>2C_{ij}$ for each pair of normal strains, and a positive sum of all nine entries of the normal block. Is it equivalent?

\textbf{A.} It is necessary but not sufficient. The pair conditions test strains such as $(1,-1,0)$, and the sum tests $(1,1,1)$. A stable crystal passes them, but an unstable direction may lie between those tested. For one pair the gap is explicit: $\Delta_2>0$ demands $|C_{12}|<\sqrt{C_{11}C_{22}}$, while your list allows $C_{12}$ up to $(C_{11}+C_{22})/2$, which is larger unless $C_{11}=C_{22}$. In the random set, your list accepted 2472 unstable matrices. That number reflects the chosen sampling ranges, not real crystals.

\section{A crystal near the limit}

\textbf{Q.} Give me a case in which the difference matters.

\textbf{A.} Take a model $mm2$ crystal with round constants, which are not values for hafnia. In GPa,
\begin{align}
(C_{11},C_{22},C_{33})&=(400,200,300),\nonumber\\
(C_{12},C_{13},C_{23})&=(100,150,50),\nonumber\\
(C_{44},C_{55},C_{66})&=(90,100,130).
\end{align}
Then $\Delta_2=80\,000-10\,000=70\,000$~GPa$^2$ and
\begin{equation}
\Delta_3=(24.0+1.5-1.0-4.5-3.0)\times10^6=17.0\times10^6\ \text{GPa}^3 .
\end{equation}
All six conditions hold. Now vary $C_{12}$ and keep the rest. Direct expansion gives
\begin{equation}
C_{33}\Delta_3=(C_{11}C_{33}-C_{13}^2)(C_{22}C_{33}-C_{23}^2)-(C_{33}C_{12}-C_{13}C_{23})^2 .
\end{equation}
The axes may be taken in any order, so positivity of the normal block is equally expressed by $C_{33}>0$, $C_{11}C_{33}>C_{13}^2$ and $\Delta_3>0$. The first two do not contain $C_{12}$ and hold here. The third confines $C_{12}$ between
\begin{align}
C_{12}^{\pm}&=\frac{C_{13}C_{23}\pm\sqrt{(C_{11}C_{33}-C_{13}^2)(C_{22}C_{33}-C_{23}^2)}}{C_{33}}\nonumber\\
&=\frac{7500\pm\sqrt{97\,500\times57\,500}}{300}\ \text{GPa},
\end{align}
that is, between $-224.6$ and $274.6$~GPa, or $-0.00763$ and $0.00933$ hartree/bohr$^3$. A numerical search for the zero of the lowest eigenvalue confirms both edges.

\textbf{Q.} The condition $\Delta_2>0$ alone would allow 282.8~GPa. Why is the true limit lower?

\textbf{A.} Because $\Delta_2$ tests strains with $\eta_3=0$. When $\eta_3$ may respond, it can lower the energy further. To see when it does, write $C_{13}=\sqrt{C_{11}C_{33}}\cos\alpha$ and $C_{23}=\sqrt{C_{22}C_{33}}\cos\beta$, with angles between 0 and $\pi$. The window becomes
\begin{equation}
\cos(\alpha+\beta)<\frac{C_{12}}{\sqrt{C_{11}C_{22}}}<\cos(\alpha-\beta).
\end{equation}
The upper limit equals that of $\Delta_2$ only for $\alpha=\beta$, when the third axis couples equally, in this scaled sense, to the other two. For $C_{13}=C_{23}=0$ both limits return to $\pm\sqrt{C_{11}C_{22}}$.

At the upper edge, equation~\eqref{eq:squares} gives the strain without energy cost: $\eta_2/\eta_3=-\Gamma/\Delta_2=4.60$ and $\eta_1/\eta_3=-3.53$. Normalized, it is $(-0.600,0.782,0.170)$: contraction along $x$, extension along $y$ and a smaller extension along $z$, or the reverse of all three.

\textbf{Q.} And my list?

\textbf{A.} It accepts both of these unstable crystals:
\begin{itemize}
\item At $C_{12}=278$~GPa, $\Delta_2=2716$~GPa$^2$ is still positive, but $\Delta_3=-5.15\times10^5$~GPa$^3$. The lowest eigenvalue is $-3.21$~GPa.
\item At $C_{12}=290$~GPa, $\Delta_2=-4100$~GPa$^2$ as well, and the lowest eigenvalue is $-14.5$~GPa. Your pair condition still reads $400+200-580=20>0$.
\end{itemize}
In the first case a strain of norm 0.01 along the unstable direction changes the energy density by $\tfrac12(-3.21\ \text{GPa})(0.01)^2$, or $-0.160$~MJ/m$^3$. The quadratic energy shows where the instability starts, not where the crystal ends up.

\section{Electrodes and other constraints}

\textbf{Q.} Hafnia in a memory capacitor is piezoelectric. Straining it moves charge. Which stiffness enters the criteria?

\textbf{A.} For a short-circuited crystal it is $C^E$, the stiffness at constant field. Let $D$ be the change of electrode charge per reference area, $e$ the piezoelectric matrix and $\epsilon$ the permittivity at fixed strain. The linear relations are
\begin{equation}
D=e\eta+\epsilon E,\qquad \sigma=C^E\eta-e^TE .
\end{equation}
The energy whose derivatives are $\partial u/\partial D=E$ and $\partial u/\partial\eta=\sigma$ is
\begin{equation}
u(\eta,D)=\tfrac12\eta^TC^E\eta+\tfrac12(D-e\eta)^T\epsilon^{-1}(D-e\eta),
\end{equation}
since $\epsilon^{-1}(D-e\eta)=E$. Collecting the terms quadratic in $\eta$ at fixed $D$ gives
\begin{equation}
C^D=C^E+e^T\epsilon^{-1}e .
\end{equation}
Let $\epsilon$ be positive definite. If charge can flow, the choice $D=e\eta$ removes the second term of $u$, so stability requires $C^E$ to be positive definite. Conversely, if it is, $u$ is positive for every nonzero pair $(\eta,D)$.

\textbf{Q.} Does the electrical term spoil the nine-constant form?

\textbf{A.} No. A component of $D$ couples to a strain with the same mirror signs: $D_x$ to $\eta_5$, $D_y$ to $\eta_4$, and $D_z$ to $\eta_1,\eta_2,\eta_3$. This leaves $e_{15},e_{24},e_{31},e_{32},e_{33}$ and a diagonal $\epsilon$. Thus $e_{3i}e_{3j}/\epsilon_{33}$ is added to the normal block, $e_{24}^2/\epsilon_{22}$ to $C_{44}$, and $e_{15}^2/\epsilon_{11}$ to $C_{55}$; $C_{66}$ is unchanged.

Give the original model crystal $e_{33}=e_{24}=1.5$ and $e_{31}=-1.0$~C/m$^2$, with relative permittivity 25. Then $e_{33}^2/\epsilon_{33}=10.2$~GPa, so $C_{33}$ rises from 300 to 310.2~GPa and $C_{44}$ from 90 to 100.2~GPa. The product $e_{31}e_{33}$ is negative, and $C_{13}$ falls from 150 to 143.2~GPa. Stiffening means that no strain costs less energy, not that every entry grows.

\textbf{Q.} Then a calculation at constant $D$ could mislead me.

\textbf{A.} It could. Set $C^E_{44}=-5$~GPa and keep the rest. At constant $D$ one finds $C^D_{44}=-5+10.2=5.2$~GPa, and $C^D$ is positive definite. With charge free to flow, the shear $\eta_4$ lowers the energy. Note that $C^D$ holds all three components of $D$. In a film between two equipotential plates normal to $z$, $E_x=E_y=0$, so opening the circuit fixes only $D_z$ and does not stiffen this shear.

\textbf{Q.} And if the film is held by a substrate?

\textbf{A.} Then fewer uniform strains are available. If the in-plane strains are fixed at their stress-free values, $\eta_1=\eta_2=\eta_6=0$ and, under short circuit,
\begin{equation}
2u=C_{33}\eta_3^2+C_{44}\eta_4^2+C_{55}\eta_5^2 .
\end{equation}
Only three conditions remain for uniform strain. The model with $C_{12}=290$~GPa satisfies them, but that does not make the film stable, because the substrate does not forbid strains that alternate in the plane. A displacement proportional to $(-q_x,q_y,0)\sin(q_xx+q_yy)$ has no shear, and its strains are in the ratio $\eta_1:\eta_2=-q_x^2:q_y^2$. For $q_x^2\sqrt{C_{11}}=q_y^2\sqrt{C_{22}}$ its energy is proportional to $\sqrt{C_{11}C_{22}}-C_{12}$, which is negative here. The wave must fade towards the substrate, which costs energy, but the gain wins once the wavelength is short enough compared with the film thickness, as long as it still spans many cells.

\textbf{Q.} If hafnia passes all six conditions, may I call the phase stable?

\textbf{A.} You may call it stable against small uniform strains, at zero stress and short circuit, provided the relaxed atoms sit at a true minimum with respect to their displacements $w$. If they sit at a saddle point, with an unstable zone-centre mode, a stiffness evaluated there can still pass all six conditions, so the zone-centre frequencies must be real as well. The derivation compares energies only within the family of uniformly strained cells with relaxed atoms. A distortion that varies from cell to cell lies outside that family, and so does another phase of lower energy behind a barrier. Excluding the first takes the phonon frequencies throughout the Brillouin zone; excluding the second takes a comparison of the phases themselves.

\section*{Computed results}
\begin{verbatim}
Independent elastic constants, no symmetry: 21
Same, one mirror only: 13
Same, mm2 / 222 / mmm: 9 9 9
Character terms for mm2: [21, 5, 5, 5]
Axes turned 30 deg about z: independent 9 nonzero entries 13
Allowed piezoelectric constants: e15 e24 e31 e32 e33
Pca2_1 spring crystal, atoms per cell: 12
  relaxed C11 C22 C33 (GPa): [272.69 273.22 308.75]
  relaxed C12 C13 C23 (GPa): [107.64 108.62 107.52]
  relaxed C44 C55 C66 (GPa): [95.9  98.21 96.92]
  clamped C12, C66 (GPa): 109.19, 109.19
  largest forbidden entry (GPa): 7.4e-15
  same, one atom displaced (GPa): 5.74
Random matrices tested: 20000 stable: 1706
Unstable but accepted by weak list: 2472
Model C11 C22 C33 (GPa): 400.0 200.0 300.0
Model C12 C13 C23 (GPa): 100.0 150.0 50.0
Model C44 C55 C66 (GPa): 90.0 100.0 130.0
Eigenvalues of Voigt C (GPa): [ 90.   100.   130.   156.35 200.   543.65]
C12 = 100 GPa: minor2 = 70000 GPa^2, minor3 = 1.7000e+07 GPa^3
  lowest eigenvalue 90.000 GPa, weak list True, six criteria True
C12 = 278 GPa: minor2 = 2716 GPa^2, minor3 = -5.1520e+05 GPa^3
  lowest eigenvalue -3.208 GPa, weak list True, six criteria False
C12 = 290 GPa: minor2 = -4100 GPa^2, minor3 = -2.3800e+06 GPa^3
  lowest eigenvalue -14.498 GPa, weak list True, six criteria False
C12 window (GPa): -224.58 to 274.58
C12 window (hartree/bohr^3): -0.007633 to 0.009333
Upper C12 limit from minor2 alone (GPa): 282.84
Upper C12 limit from weak list (GPa): 300.00
Unit soft strain at upper edge (xx, yy, zz): [-0.6002  0.7816  0.1698]
Strain of norm 0.01 at C12 = 278 GPa (xx, yy, zz): [-0.00601  0.00781  0.00169]
  its energy density (MJ/m^3): -0.1604
e31 e32 e33 e24 e15 (C/m^2): -1.0 -0.5 1.5 1.5 0.8
Relative clamped permittivity: 25.0
C^D 11 22 33 (GPa): [404.52 201.13 310.16]
C^D 12 13 23 (GPa): [102.26 143.22  46.61]
C^D 44 55 66 (GPa): [100.16 102.89 130.  ]
Soft case C44 at constant E, D (GPa): -5.00, 5.16
\end{verbatim}
